# The Liechtenstein Exchange Formula from Lloyd's Formula and from Torque Response

## Tilted moments and their energy

In some magnets the atoms keep their moments when magnetic order is lost, and what becomes disordered is their directions. To describe such a state, or a spin wave in the ordered one, we need the energy of turning one moment relative to another. Electrons carry this coupling between atoms, so it should follow from how they scatter at the two sites and travel between them.

Let cell \(i\) have a moment direction \(\mathbf e_i\), a unit vector. For small rotations about a collinear state we write
\[
E=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,
\]
with each pair counted twice. One pair thus contributes \(-2J_{ij}\mathbf e_i\cdot\mathbf e_j\), and positive \(J_{ij}\) favours parallel moments. The result to be derived is
\[
J_{ij}=\frac1{4\pi}\int^{E_F}\!dE\;\mathrm{Im\,Tr}\big[\Delta_i\tau^{\uparrow}_{ij}\Delta_j\tau^{\downarrow}_{ji}\big],\qquad \Delta_i=t_{i\uparrow}^{-1}-t_{i\downarrow}^{-1}. \tag{1}
\]
Here \(t_{i\sigma}\) is the scattering matrix of one cell, \(\tau\) describes propagation through the whole system, and the trace runs over angular momentum \(L\). Atomic units are used in the algebra, and \(E\) means \(E+i0\).

## Which energy is computed

The potential in cell \(i\) is \(V_i=\bar V_i+\tfrac12U_i\,\mathbf e_i\cdot\boldsymbol\sigma\), with \(U_i=V_{i\uparrow}-V_{i\downarrow}\) and ↑ the majority spin. We rotate \(\mathbf e_i\) rigidly, keep \(\bar V_i\) and \(U_i\) frozen, and neglect spin-orbit coupling.

What the frozen-potential energy omits can be found explicitly for the Stoner functional
\[
E_{\rm tot}=\langle T+\bar V\rangle-\sum_i\tfrac{I_i}{4}|\mathbf M_i|^2 ,
\]
where \(\mathbf M_i\) is the expectation value of \(\boldsymbol\sigma\) in cell \(i\). Its variation gives the field term \(-\tfrac{I_i}2\mathbf M_i\cdot\boldsymbol\sigma\). Self-consistency of the collinear state therefore requires \(U_i=-2B_i\) with \(B_i=I_iM_i/2\).

After rotation the input moments are \(\mathbf M_i^{\rm in}=M_i\mathbf e_i\), while the occupied orbitals have moments \(\mathbf M_i\). The sum of occupied levels is \(E_{\rm band}=\langle T+\bar V\rangle-\sum_i\tfrac{I_i}2\mathbf M_i^{\rm in}\cdot\mathbf M_i\). Eliminating \(\langle T+\bar V\rangle\) and completing the square,
\[
E_{\rm tot}=E_{\rm band}+\sum_i\tfrac{I_i}4M_i^2-\sum_i\tfrac{I_i}4|\mathbf M_i-\mathbf M_i^{\rm in}|^2 . \tag{2}
\]
The middle term does not depend on direction. The magnetic force theorem drops the last term, which is quadratic in the mismatch between output and input. The mismatch is itself linear in the angles, so the dropped term is of the same order in the angles as the exchange energy. It is small only if the mismatch is small, and its size is derived below. Formula (1) is the curvature of \(E_{\rm band}\).

With \(n(E)\) the density of states and \(N(E)\) its integral, we use
\[
\Omega=\int^{E_F}(E-E_F)\,n\,dE=-\int^{E_F}N(E)\,dE . \tag{3}
\]
The integration by parts has no boundary term, because \(E-E_F\) vanishes at the top and \(N\) at the bottom. Holding \(E_F\) fixed instead of the electron number is harmless here. A transverse rotation changes \(N\) only at second order in the angles, and the resulting energy difference is quadratic in that change, hence of fourth order.

## First derivation: counting states

**Lloyd's formula.** Since \(n=-\pi^{-1}\mathrm{Im\,Tr}(E-H)^{-1}\), integration gives \(N=-\pi^{-1}\mathrm{Im}\ln\det(E-H)\). Let \(G_0\) be the free Green function. From \(E-H=(E-H_0)(1-G_0V)\),
\[
N=N_0-\frac1\pi\mathrm{Im}\ln\det(1-G_0V).
\]
Only points inside cells matter in this determinant. Split \(G_0=G_0^d+G_0^o\) into parts within a cell and between cells, and let \(T=V(1-G_0^dV)^{-1}\) be the cell-diagonal scattering operator. Then
\[
1-G_0V=(1-G_0^oT)(1-G_0^dV), \tag{4}
\]
as multiplying out shows.

For non-overlapping spherical cells, \(G_0^o(\mathbf r,\mathbf r')=\sum_{LL'}J_L(\mathbf r)\,g^{ij}_{LL'}\,J_{L'}(\mathbf r')\), where \(J_L\) are free solutions regular at the respective cell centre, taken real for real energies. In matrix form \(G_0^o=JgJ^T\). Because \(\det(1-AB)=\det(1-BA)\),
\[
\det(1-JgJ^TT)=\det(1-gt)=\det t\,\det(t^{-1}-g),\qquad t=J^TTJ .
\]
For a weak potential \(t\) reduces to the matrix element of \(V\), which fixes its sign. Free space does not distinguish spin directions, so rotating one cell transforms its \(t_i\) and its factor in \(\det(1-G_0^dV)\) unitarily. Both determinants are unchanged. The directions enter through
\[
\delta N=-\frac1\pi\mathrm{Im}\,\delta\ln\det(t^{-1}-g),\qquad
\delta\Omega=\frac1\pi\mathrm{Im}\int^{E_F}\!dE\;\delta\ln\det(t^{-1}-g). \tag{5}
\]

**Expansion.** Spin along \(\mathbf e_i\) scatters with \(t_{i\uparrow}\), and opposite spin with \(t_{i\downarrow}\), so
\[
t_i^{-1}=\tfrac12(t_{i\uparrow}^{-1}+t_{i\downarrow}^{-1})+\tfrac12\Delta_i\,\mathbf e_i\cdot\boldsymbol\sigma .
\]
Let \(\tau=(t^{-1}-g)^{-1}\) in the collinear state and let \(\delta m_i\) be the change of \(t_i^{-1}\). Then
\[
\delta\ln\det(t^{-1}-g)=\mathrm{Tr}\ln(1+\tau\,\delta m)=\mathrm{Tr}\,\tau\delta m-\tfrac12\mathrm{Tr}\,\tau\delta m\,\tau\delta m+\dots
\]
The first term involves one site at a time. The second contains the pair \(i,j\) in two orders that are equal by cyclicity, so
\[
\delta\Omega_{ij}=-\frac1\pi\mathrm{Im}\int^{E_F}\!dE\;\mathrm{Tr}\,\delta m_i\tau_{ij}\delta m_j\tau_{ji}. \tag{6}
\]

**Spin trace.** To first order \(\delta\mathbf e_i=(x_i,y_i,0)\). The matrix \(\delta\mathbf e_i\cdot\boldsymbol\sigma\) has elements \(a_i=x_i+iy_i\) for ↓↑ and \(a_i^*\) for ↑↓. The trace in (6) becomes
\[
\tfrac14\Big\{a_ia_j^*\,\mathrm{Tr}\,\Delta_i\tau^\uparrow_{ij}\Delta_j\tau^\downarrow_{ji}+a_i^*a_j\,\mathrm{Tr}\,\Delta_i\tau^\downarrow_{ij}\Delta_j\tau^\uparrow_{ji}\Big\}.
\]
Without spin-orbit coupling and with real harmonics, \(g\) and \(t\) are symmetric matrices, hence \((\tau_{ij})^T=\tau_{ji}\). Transposing the product inside the second trace turns it into the first. The prefactors add to \(a_ia_j^*+a_i^*a_j=2\,\delta\mathbf e_i\cdot\delta\mathbf e_j\), and
\[
\delta\Omega_{ij}=-\frac1{2\pi}\mathrm{Im}\int^{E_F}\!dE\;\mathrm{Tr}\big[\Delta_i\tau^\uparrow_{ij}\Delta_j\tau^\downarrow_{ji}\big]\;\delta\mathbf e_i\cdot\delta\mathbf e_j .
\]
Equating this with \(-2J_{ij}\,\delta\mathbf e_i\cdot\delta\mathbf e_j\) gives (1).

The steps also hold if some reference moments are reversed. Then \(\Delta_i\) refers to the local axis \(\mathbf e_i\), while the labels on \(\tau\) refer to the common axis.

## Second derivation: torque and its response

This route uses wave functions and no determinant. Turn cells \(i\) and \(j\) of a parallel state by angles \(\theta_i,\theta_j\) in the \(xz\) plane. The derivative of the energy with respect to \(\theta_i\) is the expectation value of \(\partial_iH\):
\[
\frac{\partial\Omega}{\partial\theta_i}=-\frac1\pi\mathrm{Im}\int^{E_F}\!dE\;\mathrm{Tr}\,G\,\partial_iH,\qquad \partial_iH=\tfrac12U_i\sigma_x\ \text{ at }\theta=0 .
\]
Differentiate again, using \(\partial_jG=G(\partial_jH)G\) and \(\partial_i\partial_jH=0\) for \(i\ne j\). Since \(\sigma_x\) flips the spin, two terms arise. They are equal because \(G(\mathbf r,\mathbf r')=G(\mathbf r',\mathbf r)\) for each spin. Hence
\[
\frac{\partial^2\Omega}{\partial\theta_i\partial\theta_j}=-\frac1{2\pi}\mathrm{Im}\int^{E_F}\!dE\int_i\!d\mathbf r\int_j\!d\mathbf r'\;U_i(\mathbf r)G^\uparrow(\mathbf r,\mathbf r')U_j(\mathbf r')G^\downarrow(\mathbf r',\mathbf r).
\]
The factor is \(\tfrac1\pi\cdot2\cdot\tfrac14\). The pair energy \(-2J_{ij}\cos(\theta_i-\theta_j)\) has mixed derivative \(-2J_{ij}\) at zero angle, so
\[
J_{ij}=\frac1{4\pi}\mathrm{Im}\int^{E_F}\!dE\int_i\!d\mathbf r\int_j\!d\mathbf r'\;U_iG^\uparrow U_jG^\downarrow . \tag{7}
\]
An electron is flipped by the exchange field in one cell, travels, and is flipped back in the other.

**Green function between cells.** Inverting (4) in \(G=(1-G_0V)^{-1}G_0\), with \((1-G_0^dV)^{-1}=1+G_0^dT\), gives
\[
G=G^c+(1+G_0^dT)(1-G_0^oT)^{-1}G_0^o(1+TG_0^d),
\]
where \(G^c=(1+G_0^dT)G_0^d\) acts within single cells. Insert \(G_0^o=JgJ^T\) and use \((1-JgJ^TT)^{-1}Jg=J(1-gt)^{-1}g\). With \(R=(1+G_0^dT)J\),
\[
G=G^c+R\,(1-gt)^{-1}g\,R^T .
\]
Since \(t^{-1}\tau t^{-1}=(1-gt)^{-1}t^{-1}=t^{-1}+(1-gt)^{-1}g\), and \(t^{-1}\) is cell-diagonal, for \(i\ne j\)
\[
G_{ij}=Z_i\,\tau_{ij}\,Z_j^T,\qquad Z=Rt^{-1}. \tag{8}
\]
The function \(R\) solves the Schrödinger equation in its cell. Write \(G_0^d=\sum_LH_L(\mathbf r)J_L(\mathbf r')\) for \(r>r'\), with \(H_L\) outgoing. At the cell surface \(R=J+Ht\), and therefore \(Z=Jt^{-1}+H\).

**From exchange field to scattering.** Define the surface form \(w(a,b)=\tfrac12\oint(a\,\partial_nb-b\,\partial_na)\). The Schrödinger equations for the two spins and Green's theorem give
\[
\int_i Z^\downarrow_L\,U_i\,Z^\uparrow_{L'}\,d\mathbf r=w(Z^\downarrow_L,Z^\uparrow_{L'}).
\]
Two regular free solutions have \(w(J_L,J_{L'})=0\). Two outgoing ones have \(w(H_L,H_{L'})=0\), since equal channels have proportional radial functions and different channels are orthogonal on the surface. Finally \(w(J_L,H_{L'})=\delta_{LL'}\). This follows from applying Green's theorem to \(J_L\) and \(G_0\), where \((E+\tfrac12\nabla^2)G_0=\delta\). Inserting \(Z=Jt^{-1}+H\) leaves
\[
\int_i Z_i^{\downarrow T}U_iZ_i^\uparrow\,d\mathbf r=t_{i\downarrow}^{-1}-t_{i\uparrow}^{-1}=-\Delta_i . \tag{9}
\]
Put (8) into (7). Each cell integral yields \(-\Delta\), the two minus signs cancel, and (1) results. Thus \(\Delta_i\) is, up to sign, the matrix element of the exchange splitting between majority and minority waves.

## What each derivation assumes

Both need frozen, rigidly rotated fields, no spin-orbit coupling, and, for the final form (1), non-overlapping spherical cells. Both inherit the error of the force theorem. They differ in what they require on the way.

The first needs the state count as a determinant, and needs the single-cell determinants to be independent of direction. It never uses the wave functions inside a cell. Before expansion, (5) gives \(\delta\Omega\) at fixed \(E_F\) for any angles. This equals the band-energy change at fixed electron number when the number of states below \(E_F\) does not change, as in the example below, and it can then show where the Heisenberg form stops being adequate.

The second needs only the derivative of the energy and the first-order response of \(G\). Its intermediate result (7) does not require a multiple-scattering expansion and can be evaluated in any basis. It does need the wave functions, through (9), and it is restricted to small angles. It also shows the weak-splitting limit directly: \(J_{ij}\) is quadratic in \(U\) at leading order, with \(G\) taken from the nonmagnetic system, provided \(E_F\) does not sit on a discrete level of that system. If a discrete level is singly occupied, \(E_F\) lies between its two spin partners however small \(U\) is, and that level contributes to \(J_{ij}\) at first order in \(U\).

## The total for one site

For parallel moments \(\tau^\uparrow-\tau^\downarrow=\tau^\uparrow\big[(\tau^\downarrow)^{-1}-(\tau^\uparrow)^{-1}\big]\tau^\downarrow=-\tau^\uparrow\Delta\tau^\downarrow\). Taking the \(ii\) block, multiplying by \(\Delta_i\) and separating the term \(j=i\),
\[
\sum_{j\ne i}J_{ij}=-\frac1{4\pi}\mathrm{Im}\int^{E_F}\!dE\;\mathrm{Tr}\big[\Delta_i(\tau^\uparrow_{ii}-\tau^\downarrow_{ii})+\Delta_i\tau^\uparrow_{ii}\Delta_i\tau^\downarrow_{ii}\big].
\]
Let \(\mathcal H_{ij}=\partial^2\Omega/\partial\theta_i\partial\theta_j\), so that \(\mathcal H_{ij}=-2J_{ij}\) for \(i\neq j\). A common rotation costs nothing, so each row of \(\mathcal H\) sums to zero and \(\mathcal H_{ii}=2\sum_{j\ne i}J_{ij}\). The sum above is half the curvature for turning site \(i\) alone.

## Three wells on a line

Take three square wells of half-width \(R=1\) Å, centred 3 Å apart. The potential is −12 eV for majority and −8 eV for minority spin, so \(B=2\) eV. In one dimension the channels are just even and odd. With \(k=\sqrt{2E}\),
\[
J_0=\cos kx,\quad J_1=\frac{\sin kx}k,\quad H_0=-\frac ik e^{ik|x|},\quad H_1=-\mathrm{sgn}(x)\,e^{ik|x|}.
\]
Inside a well of potential \(V\) the solutions are \(\varphi_0=\cos qx\) and \(\varphi_1=\sin(qx)/q\), with \(q=\sqrt{2(E-V)}\). Matching \(J_l+t_lH_l\) to \(\varphi_l\) at \(x=R\) gives
\[
t_l=\frac{\varphi_l'J_l-\varphi_lJ_l'}{\varphi_lH_l'-\varphi_l'H_l}.
\]
For \(d=X_i-X_j\) and \(s=\mathrm{sgn}\,d\), expanding \(-\tfrac ike^{ik|x-x'|}\) about both centres gives
\[
g^{ij}=-\frac ik\,e^{ik|d|}\begin{pmatrix}1\\ isk\end{pmatrix}\begin{pmatrix}1&-isk\end{pmatrix}.
\]

Diagonalizing the parallel state in 300 sine functions in a 22 Å box gives the three lowest majority levels at −8.948, −8.356 and −7.611 eV, and the three lowest minority levels at −5.644, −4.953 and −3.990 eV. For each filling \(E_F\) is put midway between the highest occupied and lowest empty level. For three electrons it is \((-7.611-5.644)/2=-6.628\) eV. There the even channel has \(\Delta=0.00528-(-0.00776)\approx0.0130\) (eV Å)\(^{-1}\).

The trace in (1) is analytic above the real axis, so the energy path can be a semicircle from −14 eV to \(E_F\), with the imaginary part taken after the integration. For three electrons, Gauss–Legendre quadrature with 5, 10 and 20 points gives \(J_{12}=-0.0429\), −0.0403 and −0.0403 eV. With 80 points the couplings are:

| electrons | \(J_{12}\) (eV) | \(J_{13}\) (eV) |
|---|---|---|
| 1 | 0.0292 | 0.0013 |
| 2 | 0.0319 | −0.0034 |
| 3 | −0.0403 | 0.0027 |

The last \(J_{12}\) is \(-1.48\times10^{-3}\) hartree.

A model of two wells with one orbital each accounts for the signs at one and three electrons. If the spin axes differ by \(\theta\), hopping \(h\) between majority states becomes \(h\cos(\theta/2)\), and majority–minority hopping becomes \(h\sin(\theta/2)\). One electron gains \(h\cos(\theta/2)\), which is largest for parallel axes. If both majority states are filled, that gain cancels between bonding and antibonding levels. What remains is the second-order lowering \(-2h^2\sin^2(\theta/2)/\delta=-(h^2/\delta)(1-\cos\theta)\), with \(\delta\) the majority–minority separation. Comparison with \(2J(1-\cos\theta)\) gives \(J=-h^2/2\delta\).

In a three-site chain the outer levels are \(2\sqrt2\,h\) apart, so \(h\approx1.336/2.828=0.47\) eV. The middle levels give \(\delta\approx3.40\) eV. The estimate is \(J\approx-0.033\) eV, about a fifth smaller in magnitude than the full result.

**Large angles.** Turning well 1 by 90° should cost \(2(J_{12}+J_{13})\) if the Heisenberg form held. For three electrons this is \(2(-0.04032+0.00269)=-0.0753\) eV, while (5) gives −0.0707 eV. For one electron the two values are 0.0610 and 0.0666 eV. Relative to (5), the Heisenberg values are off by about 6% and 8%.

**Other reference states.** For three electrons in the up-down-up state, (1) gives \(J_{12}=-0.0251\) eV instead of −0.0403 eV. The couplings describe small rotations about a particular state and are not constants of the material.

## The size of the force-theorem error

Choose \(I_i\) so that the parallel three-electron state is self-consistent. The moment inside an outer well is 0.8803 \(\mu_B\), hence \(I=2B/M=4/0.8803=4.54\) eV. Turning well 1 by 60° changes the band energy by −0.0364 eV. The mismatch term in (2) is 0.0027 eV, so the total energy changes by −0.0391 eV.

For small angles this can be expressed through \(\mathcal H\). Let the fields point at angles \(\theta_i\) and the resulting moments at \(\phi_i\). The torque is \(\partial\Omega/\partial\theta_i=-B\,\mathbf M_i\cdot\partial\mathbf e_i/\partial\theta_i\approx-BM_i(\phi_i-\theta_i)\), and it also equals \((\mathcal H\theta)_i\). Therefore
\[
\phi=(1-A\mathcal H)\theta,\qquad A_{ij}=\frac{\delta_{ij}}{BM_i}.
\]
Since \(I_iM_i^2/4=BM_i/2\), the last term of (2) equals \(-\tfrac12\theta^T\mathcal HA\mathcal H\theta\), and \(\delta E_{\rm tot}=\tfrac12\theta^T\mathcal H(1-A\mathcal H)\theta\). In terms of the actual moment directions,
\[
\delta E_{\rm tot}=\tfrac12\,\phi^T\,\mathcal H(1-A\mathcal H)^{-1}\phi . \tag{10}
\]
This is the constrained curvature within the Stoner functional. Changes of the moment lengths are quadratic in the angles and affect the energy at fourth order. The correction is governed by \(A\mathcal H\), whose diagonal elements are \(2\sum_{j\ne i}J_{ij}/(BM_i)\). Its off-diagonal elements are \(-2J_{ij}/(BM_i)\). The curvature matrix from (1) is therefore close to that of (10) as a whole when the magnitudes \(|J_{ij}|\), added over the neighbours of each site, are small compared with \(BM_i\).

Here (10) changes \(J_{12}\) from −0.0403 to −0.0355 eV, a reduction of 12%. The weak coupling \(J_{13}\) falls from 0.0027 to 0.0009 eV, a much larger relative change. The reason is the second-order term \(\mathcal H_{12}A_{22}\mathcal H_{23}\approx(0.0806)^2/(2\times0.883)=0.0037\) eV, which works against \(\mathcal H_{13}=-0.0054\) eV. Two strong couplings through the middle well thus compete with the weak direct one. The smallness of \(J/(BM)\) protects the dominant couplings, but not each weak one separately.
